# Why restricted Hartree-Fock puts stretched methyllithium above its neutral radicals

## Question

I am stretching the Li–C bond of a single CH₃Li molecule in restricted Hartree-Fock (RHF), closed-shell singlet, with the methyl group held rigid. I have to show that at large separation the energy exceeds the summed energies of a neutral lithium atom and a neutral methyl radical.

For H₂ I know the argument: the doubly occupied bonding orbital is half on each atom, so half of the wavefunction is ionic. Here the two ends differ, and I don't see what fixes the shape of the orbital. If both electrons go to carbon, I should get Li⁺ + CH₃⁻. If the orbital is shared equally, I should get something like H₂. My calculation seems to approach neither, and it is still creeping upwards at 20 Å. What is the limit, why must it lie above the neutral radicals, and by how much?

## Answer

The orbital chooses its own shape by minimizing the energy, so keep that shape as a variable. I use atomic units in the algebra and convert to eV for the numbers.

### Setting up the bond orbital

Call methyl M and lithium L. Each radical has doubly occupied core orbitals (for methyl these include the C–H bonds) and one singly occupied frontier orbital: $a$ on M, $b$ on L. The reference energy $E_0$ is the sum of the restricted open-shell (ROHF) energies of the two neutral radicals, with methyl in the same geometry as in the molecule.

Assume that at large $R$ one orbital is shared between the fragments and the others are localized. With $a$ and $b$ real, normalized and no longer overlapping, the shared orbital is

$$\phi=\sqrt{x}\,a+\sqrt{1-x}\,b ,\qquad 0\le x\le 1 .$$

Both bond electrons occupy $\phi$. Multiplying out the spatial part gives

$$\phi(1)\phi(2)=x\,aa+(1-x)\,bb+\sqrt{2x(1-x)}\;\frac{ab+ba}{\sqrt2}.$$

The three functions on the right are normalized and mutually orthogonal, so the squared coefficients are weights:

- M⁻L⁺ has weight $x^2$;
- M⁺L⁻ has weight $(1-x)^2$;
- the neutral singlet has weight $2x(1-x)$.

They add up to $[x+(1-x)]^2=1$. RHF has one parameter for three weights. The neutral weight is at most $1/2$, reached at $x=1/2$, so the total ionic weight

$$w(x)=x^2+(1-x)^2$$

can never fall below one half. This is the root of the problem.

### The energy at infinite separation

Moving an electron from one fragment to the other requires integrals containing the product $a(\mathbf r)b(\mathbf r)$ or the one-electron element $h_{ab}$. These vanish with the overlap. The Hamiltonian therefore has no matrix elements between the three components, and the energy is their weighted average.

First keep the orbitals of the neutral radicals frozen. The neutral component then has energy $E_0$. Define the costs of the two ion pairs:

$$G_1=E(\mathrm M^+)+E(\mathrm L^-)-E_0,\qquad G_2=E(\mathrm M^-)+E(\mathrm L^+)-E_0 .$$

In words, $G_2$ is the ionization energy of lithium minus the electron affinity of methyl, and $G_1$ is the same with the roles exchanged. The energy above $E_0$ is

$$D(x)=x^2G_2+(1-x)^2G_1 .$$

If both gaps are positive, the claim follows for frozen orbitals: $x^2$ and $(1-x)^2$ cannot vanish together, so $D(x)>0$ for every $x$. To find the lowest value, set the derivative to zero:

$$D'(x)=2xG_2-2(1-x)G_1=0\;\Rightarrow\; x^*=\frac{G_1}{G_1+G_2},\quad 1-x^*=\frac{G_2}{G_1+G_2}.$$

Since $D''=2(G_1+G_2)>0$, this is a minimum. Inserting it,

$$D=\frac{G_1^2G_2+G_2^2G_1}{(G_1+G_2)^2}=\frac{G_1G_2}{G_1+G_2}.$$

The gaps combine like parallel resistances, so $D$ is smaller than either of them. RHF thus ends above the neutral radicals but below both ion pairs.

**Equal fragments.** If $G_1=G_2=G$, then $x^*=1/2$ and $D=G/2$, which is your H₂ argument.

**The purely ionic solution.** Write $x=\cos^2\theta$. Near $\theta=0$ we have $x-1\approx-\theta^2$ and $D'(1)=2G_2$, so

$$D\approx G_2-2G_2\theta^2 .$$

Li⁺ + CH₃⁻ is a stationary point, but for $G_2>0$ it is a maximum along $\theta$. A second-order minimizer started exactly there can stay there (for CH₃Li at 100 Å it converges 6.23 eV above $E_0$), although a lower RHF solution exists. Ordinary self-consistent iterations that fill the lowest levels leave this point, and may then fail to converge.

**When the claim fails.** If $G_2\le0$ with $G_1>0$, the minimum moves to $x=1$ and $D=G_2\le0$. The ion pair would then be no higher than the neutral pair, and RHF could describe it. So the sign of the gaps has to be established for the molecule at hand.

### Letting the orbitals relax

A real RHF calculation also reoptimizes the orbitals. The result can be bracketed.

*Upper bound.* The frozen-orbital determinant is one of the determinants over which RHF minimizes. The relaxed limit cannot lie above it, so the formula with frozen gaps is an upper bound.

*Lower bound.* Take any orbitals of the assumed form. The M⁻L⁺ component consists of a closed-shell determinant on each fragment, so its energy is at least the sum of the optimized RHF energies of M⁻ and L⁺. The same holds for M⁺L⁻. The neutral component has one open shell on each fragment, so its energy is at least $E_0$. With gaps computed from separately optimized ions,

$$D\ge x^2G_2^{\rm rel}+(1-x)^2G_1^{\rm rel}\ge\frac{G_1^{\rm rel}G_2^{\rm rel}}{G_1^{\rm rel}+G_2^{\rm rel}} .$$

The last step is the minimization done above. If both relaxed gaps are positive, so is the true RHF excess.

### The relaxed limit itself

Looked at from one fragment, $\phi$ supplies $n=2x$ electrons to M and $2-2x$ to L, half of them with each spin. Let $h_a$ be the energy of one electron in $a$ in the field of the nuclei and core of M, $J_a$ the repulsion of two electrons in $a$, and $K_M$ the energy of M without frontier electrons. The closed-shell energy expression gives, for frozen orbitals,

$$\mathcal E_M(n)=K_M+n h_a+\tfrac14n^2J_a ,$$

where the Coulomb term $\tfrac12n^2J_a$ has been halved by exchange. The same form holds for L. Two terms connect the fragments at long range: the Coulomb attraction of their net charges, $-(2x-1)^2/R$, and the exchange term, $-2x(1-x)/R$. Together they make $-w(x)/R$, which vanishes in the limit, so the energy is

$$F(x)=\mathcal E_M(2x)+\mathcal E_L(2-2x).$$

This agrees with the weighted average. The neutral reference is $E_0=K_M+h_a+K_L+h_b$, hence

$$F(x)-E_0=(2x-1)(h_a-h_b)+x^2J_a+(1-x)^2J_b .$$

The gaps are $G_2=h_a-h_b+J_a$ and $G_1=h_b-h_a+J_b$. Because $x^2-(1-x)^2=2x-1$, the right side equals $x^2G_2+(1-x)^2G_1$.

The expression also shows the physical error. A neutral radical with one real electron costs $K_M+h_a$. With half an electron of each spin it costs $K_M+h_a+J_a/4$: the two halves repel each other.

For the relaxed limit, optimize the orbitals of each fragment at each occupation and then minimize $F$ over $x$. The derivative $d\mathcal E_M/dn$ is the frontier orbital energy $\varepsilon_a$. For frozen orbitals this reads $h_a+\tfrac12nJ_a$; relaxation adds nothing to first order because the orbitals are optimal. Therefore

$$F'(x)=2(\varepsilon_a-\varepsilon_b)=0 .$$

Charge flows until the two frontier levels are equal. Nothing in this condition asks for a whole number of electrons on either fragment.

### Why the curve creeps upwards

At large finite $R$ the two ionic components each gain $-1/R$, while the neutral one gains nothing at this order. So one minimizes $F(x)-w(x)/R$, and to first order

$$E(R)\approx E_0+D-\frac{w(x^*)}{R}.$$

The optimum shifts too. With $w'(x)=4x-2$, expanding $F'(x^*+\delta)=w'/R$ gives

$$\delta\approx\frac{4x^*-2}{R\,F''(x^*)} .$$

Lithium has three protons, two core electrons and $2-2x$ frontier electrons, so its charge is $2x-1$. Energy and charge both approach their limits as $1/R$.

There is a practical side effect. In the space of $a$ and $b$, the Fock matrix element between the fragments is the exchange term $-\sqrt{x(1-x)}/R$. For a symmetric $2\times2$ matrix with eigenvector $(\sqrt x,\sqrt{1-x})$ it also equals $\sqrt{x(1-x)}\,(\varepsilon_\phi-\varepsilon_{\phi'})$, where $\phi'$ is the empty partner orbital. Hence

$$\varepsilon_{\phi'}-\varepsilon_\phi\approx 1/R .$$

At 100 Å this is only 0.14 eV. With so small a gap it is safer to minimize the energy directly than to rely on plain self-consistent iterations.

### Numbers for CH₃Li

I used 6-31G* (spherical d functions) with one extra diffuse s and p shell on carbon, C–H = 1.10 Å and a Li–C–H angle of 112°, all held fixed during the stretch. The neutral energies are $-39.542209$ hartree (CH₃) and $-7.431235$ hartree (Li), so $E_0=-46.973444$ hartree.

| R (Å) | E − E₀ (eV) | Li charge (e) |
|---|---|---|
| 2.0 | −1.19 | 0.37 |
| 3.0 | 0.17 | 0.65 |
| 5.0 | 2.47 | 0.56 |
| 10 | 3.92 | 0.41 |
| 20 | 4.38 | 0.36 |
| 100 | 4.71 | 0.33 |

The curve crosses $E_0$ at 2.90 Å (about 2.89 Å in def2-TZVP). The charges are Mulliken charges. From 20 Å on, the basis functions of the two fragments practically do not overlap and the charge is unambiguous. At 5 Å and below they overlap strongly, and the charge depends on how shared density is divided. I would not interpret those values closely, least of all the low one at 2.0 Å.

**Gaps and bounds.** Frozen orbitals give $G_1=13.19$ eV and $G_2=9.25$ eV. The upper bound is

$$\frac{13.19\times9.25}{13.19+9.25}\approx5.44\ \text{eV}.$$

Separately relaxed ions give 10.96 and 6.37 eV, and the lower bound is

$$\frac{10.96\times6.37}{10.96+6.37}\approx4.03\ \text{eV}.$$

Both relaxed gaps are positive, which proves the inequality for this basis and geometry, within the assumption of one shared orbital. As a test of that assumption, I restarted the 100 Å calculation once after a small random rotation mixing all the orbitals. It found no solution lower by more than $10^{-6}$ hartree. This supports the assumption but does not prove a global minimum.

**The limit.** Minimizing $F(x)$ gives $x^*=0.661$ and

$$D=4.79\ \text{eV},$$

between the bounds. Both frontier levels lie at $-3.204$ eV. The limiting lithium charge is $2(0.6606)-1=0.321$, so the fragments are neither neutral nor singly charged.

**The approach to it.** The ionic weight is $w=0.6606^2+0.3394^2=0.552$. With $1/R=0.144$ eV at 100 Å, the predicted excess there is $4.786-0.552\times0.144=4.706$ eV, and the stretched molecule gives 4.706 eV. At 20 Å the correction is five times larger, about 0.40 eV, which is why your curve is still rising. Minimizing $F-w/R$ gives lithium charges of 0.3351 at 50 Å and 0.3280 at 100 Å; the molecule gives 0.3353 and 0.3280.

### What removes the error

The excess comes from forcing both spins into one spatial orbital. Let the coefficients of $aa$, $bb$ and $(ab+ba)/\sqrt2$ vary independently, which is a small singlet configuration interaction. At 100 Å, with the frozen radical orbitals, its lowest energy equals $E_0$ to the printed $10^{-6}$ eV. The state is still a singlet, so the singlet spin itself is not to blame.

Unrestricted Hartree-Fock (UHF) puts one spin in $a$ and the other in $b$. At 100 Å it gives $-46.975916$ hartree, the sum of the UHF radicals. The price is spin contamination: $\langle S^2\rangle=1.0075$ instead of 0. A determinant with $a$ and $b$ singly occupied by opposite spins and identical cores for both spins is half singlet and half triplet, which gives 1. The remaining 0.0075 therefore reflects cores that differ between the spins. Measured from the UHF sum, the RHF limit is 4.85 eV too high.

### Does the geometry matter?

A free methyl radical is not held in the pyramidal shape it has in the molecule. With planar CH₃ and C–H = 1.08 Å its ROHF energy is 0.39 eV lower, and the excess at that geometry is $D=4.70$ eV.

More generally, suppose $D>0$ at every methyl geometry. Let $g^*$ be the geometry that minimizes the RHF limit. Then

$$E_{\rm RHF}(g^*)>E_0(g^*)\ge\min_g E_0(g),$$

so optimizing the two sides separately cannot reverse the inequality. I computed two geometries, not all of them.

### How this compares with real methyllithium

Rough measured values, about 5.4 eV for the ionization energy of lithium and 0.1 eV for the electron affinity of methyl, put the real $G_2$ near 5.3 eV. The opposite ion pair costs more: about 9.8 eV to ionize methyl, less about 0.6 eV gained when lithium takes the electron. Both gaps are positive, so the isolated molecule should separate into neutral radicals in its ground state, and the RHF excess is an artefact. Its size is not mainly a basis-set matter: def2-TZVP gives 4.81 eV.

The artefact is large on the scale of the bond. From 2.0 Å to infinity, RHF climbs $1.19+4.79=5.98$ eV. A frozen-core coupled-cluster calculation with single and double excitations (CCSD) in the small basis puts the molecule at 2.0 Å only 2.08 eV below the separate radicals, with methyl kept pyramidal. This value is not converged in the basis: def2-TZVP gives 2.28 eV, 0.20 eV more. Allowing methyl to flatten would lower the small-basis value to about 1.69 eV with the ROHF relaxation energy, or 1.64 eV with the CCSD one (0.44 eV). These are estimates for one gas-phase molecule, without zero-point energy or a correction for basis-set superposition. Methyllithium as a reagent is aggregated, with tetramers in the solid, so none of these numbers is the energy needed to remove a methyl group from the actual material.

For a bond energy within Hartree-Fock, subtract separately computed radicals, which gives 1.19 eV here with methyl kept pyramidal, or about 0.80 eV if the free radical is allowed to flatten. The second decimal depends on the basis: the pyramidal value is 1.21 eV in def2-TZVP, and 1.17 eV in the small basis with a counterpoise correction. Do not use the far end of the RHF curve as the zero. For the whole curve, use a method that lets the ionic weight go to zero. The full set of distances and energies is in the numerical output below.

## Computed results

```
ROHF energy of CH3 (pyramidal): -39.542209 hartree
ROHF energy of Li: -7.431235 hartree
Neutral sum E0 (ROHF): -46.973444 hartree
Neutral sum (UHF): -46.975916 hartree
R (angstrom), RHF energy (hartree), E-E0 (eV), Mulliken Li charge (e)
     2.0  -47.017199   -1.1906   0.3664
     2.5  -46.998141   -0.6720   0.6010
     3.0  -46.967268    0.1681   0.6499
     4.0  -46.915765    1.5695   0.6170
     5.0  -46.882502    2.4747   0.5550
     7.0  -46.848410    3.4023   0.4718
    10.0  -46.829311    3.9221   0.4135
    20.0  -46.812651    4.3754   0.3599
    50.0  -46.803482    4.6249   0.3353
   100.0  -46.800511    4.7058   0.3280
RHF curve crosses E0 at R = 2.90 angstrom
Infinite-distance RHF energy: -46.797575 hartree
Infinite-distance excess D over ROHF sum: 4.7856 eV
Same limit over UHF sum: 4.8529 eV
Methyl share x of bond orbital: 0.6606
Limiting Li charge 2x-1: 0.3212 e
Fragment-model Li charge at 50 angstrom: 0.3351 e
Fragment-model Li charge at 100 angstrom: 0.3280 e
Ionic weight w: 0.5516
-1/R coefficient from 50 and 100 angstrom: 0.5616
Frontier level, CH3 side: -3.204 eV
Frontier level, Li side: -3.204 eV
Predicted E at 100 angstrom: -46.800494 hartree
Frozen gap G1 (CH3+ Li-): 13.1891 eV
Frozen gap G2 (CH3- Li+): 9.2537 eV
Relaxed gap G1 (CH3+ Li-): 10.9615 eV
Relaxed gap G2 (CH3- Li+): 6.3736 eV
Lower bound on D (relaxed gaps): 4.0302 eV
Upper bound on D (frozen gaps): 5.4382 eV
Frozen scan at 100 angstrom, excess: 5.3637 eV
Frozen formula at 100 angstrom: 5.3639 eV
Frozen share x, scan: 0.5888
Frozen share x, formula: 0.5888
Two-orbital singlet CI minus E0: -0.000000 eV
UHF at 100 angstrom: -46.975916 hartree
UHF <S^2> at 100 angstrom: 1.0075
D with planar CH3: 4.7015 eV
ROHF energy drop, pyramidal to planar CH3: 0.3930 eV
D in def2-TZVP (pyramidal CH3): 4.8101 eV
RHF well depth at 2.0 angstrom below E0: 1.1906 eV
CCSD bond energy at 2.0 angstrom: 2.0839 eV
Ratio D / CCSD bond energy: 2.30
```
